# Counting bonds across a cube-plane antiphase boundary in L1_2 A3B

## Problem

An ordered alloy A$_3$B has the L1$_2$ structure: an fcc lattice with cubic lattice parameter $a$, B atoms at the cube corners and A atoms at the face centres. The crystal is cut along an (001) plane, and the upper half is displaced by

$$
\mathbf p=\frac a2[110].
$$

This vector lies in the plane of the cut and joins two fcc sites, so every site is still filled after the displacement. It is not a translation of the ordered structure, however, and an antiphase boundary (APB) remains.

The energy is a sum over pairs. A pair of atoms X and Y that are $n$th neighbours contributes $V^{(n)}_{XY}$, and

$$
w_n=V^{(n)}_{AA}+V^{(n)}_{BB}-2V^{(n)}_{AB}.
$$

With this sign, $w_n>0$ favours unlike pairs in shell $n$. The order is perfect and the lattice rigid unless stated otherwise.

1. Find the APB energy per unit area, $\gamma_{001}$, when nearest neighbours alone interact.
2. Find what the second and further shells contribute.
3. Evaluate the result for $a=0.36$ nm, $w_1=100$ meV and $w_2=-50$ meV, and compare it with a boundary on (111).

## A tempting solution

A B atom at the origin has an A atom as its nearest neighbour at $\frac a2[110]$. The displacement $\mathbf p$ is this same vector, so it carries a B atom onto that A site. A BB bond appears, and an AA bond appears elsewhere to conserve the atoms. Two AB bonds have been replaced by one AA and one BB bond. With one B atom per area $a^2$ of the plane, the cost would be

$$
\gamma_{001}\overset{?}{=}\frac{w_1}{a^2}
=\frac{0.100\ \text{eV}}{0.1296\ \text{nm}^2}
\approx0.77\ \text{eV/nm}^2 .
$$

## Where it fails

The atoms at the origin and at $\frac a2[110]$ have the same height $z$. They lie in the same half of the crystal, so they are displaced together or not at all, and their bond is unchanged. The argument compares an atom that has moved with one that has not, although the cut does not pass between them.

A rigid displacement can change only bonds that cross the cut. These are the bonds to count.

## Nearest neighbours

The (001) planes are spaced by $a/2$ and alternate between two kinds. Per area $a^2$ they contain:

- mixed plane, $z=0$: B at $(0,0)$ and A at $(a/2,a/2)$;
- pure plane, $z=a/2$: A at $(a/2,0)$ and A at $(0,a/2)$.

Place the cut between these two planes. The nearest-neighbour vectors that cross it upwards are

$$
\left(\pm\frac a2,0,\frac a2\right),\qquad
\left(0,\pm\frac a2,\frac a2\right).
$$

Each of the two lower atoms therefore has four crossing bonds, eight in total per $a^2$. All of them end on A atoms. The lower B atom supplies four AB bonds and the lower A atom four AA bonds.

The displacement moves the upper atom at $(a/2,0)$ to $(a,a/2)$, which is equivalent to $(0,a/2)$, and moves the other atom to a site equivalent to $(a/2,0)$. Two A sites have exchanged their atoms, and the pure plane looks as it did before. The crossing bonds are still four AA, four AB and no BB. Hence

$$
\gamma_{001}^{(1)}=
\frac{(4V_{AA}^{(1)}+4V_{AB}^{(1)})-(4V_{AA}^{(1)}+4V_{AB}^{(1)})}{a^2}=0 .
$$

The cut could instead lie just above the pure plane. A mixed plane is then displaced over a pure one. Its A and B atoms exchange sites, but each still has four A neighbours below, so the count is the same.

The result does not depend on the size or sign of $w_1$. Two extensions follow from the same geometry.

**Tetrahedra.** A nearest-neighbour tetrahedron has two atoms in each of two adjacent (001) planes. The pair in the mixed plane is one A and one B; the pair in the pure plane is two A. Every tetrahedron thus keeps one B atom at the boundary. An energy that is a sum of terms depending only on the composition of these tetrahedra also gives zero.

**Forces.** Let the nearest-neighbour energies depend on distance. A pure-plane atom at the boundary has two B and two A neighbours below, and the same numbers above. The B neighbours lie along $x$ on one side and along $y$ on the other. Sideways forces cancel within each pair, and the vertical forces from above and below cancel. The four neighbours in its own plane are all A and also balance. An atom in a mixed plane has eight A neighbours out of plane and four identical neighbours in plane, arranged in opposite pairs. No atom feels a net force, so there is no first-order relaxation.

## Second neighbours and beyond

The second-neighbour vector that crosses the cut is $(0,0,a)$. With the cut between $z=0$ and $z=a/2$, it joins the mixed planes at $0$ and $a$, and the pure planes at $-a/2$ and $a/2$. Before the displacement, the mixed planes give one AA and one BB pair per $a^2$, and the pure planes give two AA pairs. Afterwards each B in one mixed plane faces an A in the other. The counts (AA, AB, BB) change from $(3,0,1)$ to $(2,2,0)$, so

$$
\gamma_{001}^{(2)}a^2
=-V_{AA}^{(2)}+2V_{AB}^{(2)}-V_{BB}^{(2)}=-w_2 .
$$

This is positive for $w_2<0$, when like second neighbours are favoured, as they occur in L1$_2$.

For a general neighbour vector $\mathbf d$ with $d_z>0$ there are two cases.

If $d_z$ is an odd multiple of $a/2$, the vector joins a mixed plane to a pure one. Each such pair of planes that straddles the cut gives one AA and one AB pair per $a^2$, whatever the displacement. There is no change.

If $d_z=ma$ with $m$ a positive integer, $m$ pairs of mixed planes straddle the cut; the $m$ pairs of pure planes do not matter. The fcc lattice then requires $d_x$ and $d_y$ to be both integer or both half-integer multiples of $a$. In the integer case, like pairs become unlike and the change is $-w_n$ per pair of planes. In the half-integer case, unlike pairs become like and the change is $+w_n$. Both cases are contained in

$$
\gamma_{001}a^2=-\sum_n w_n
\sum_{\substack{\mathbf d\in n\\ d_z=ma>0}}m(-1)^{2d_x/a}.
$$

The third shell has four contributing vectors, $(\pm a/2,\pm a/2,a)$, and the fourth has $(\pm a,0,a)$ and $(0,\pm a,a)$. Therefore

$$
\gamma_{001}a^2=-w_2+4w_3-4w_4+\cdots .
$$

Direct counts of the crossing bonds agree with the sum for the first eight shells, with the cut on either side of the pure plane.

A boundary in every cube cell turns L1$_2$ into the D0$_{22}$ structure. With nearest neighbours alone the two structures have equal energy. With two shells, D0$_{22}$ lies higher by $-w_2$ per four atoms, since there is one boundary per height $a$.

## Two cases in which nearest neighbours do count

**The (111) plane.** Take the displacement $\frac a2[1\bar10]$, which lies in (111). The repeat area is $\sqrt3a^2$ and holds one B and three A atoms per plane. Each atom has three nearest neighbours in the plane above, so twelve bonds cross the cut. Initially six are AB and six are AA.

For a lower B atom at the origin, the upper site at $\frac a2[110]$ receives the atom that came from

$$
\frac a2[110]-\frac a2[1\bar10]=a[010],
$$

which is a B site. The other two upper neighbours receive A atoms. One BB bond has formed. The B atoms on the two sides have six bond ends in all; the BB bond uses two, leaving four AB bonds and hence seven AA bonds. The change is $+w_1$.

The crossing second-neighbour vectors are $a[100]$, $a[010]$ and $a[001]$, each of which advances by one (111) plane. Each initially joins B to B, and after the displacement joins B to A. Each contributes $-w_2$, so

$$
\gamma_{111}=\frac{w_1-3w_2}{\sqrt3a^2}
$$

for two shells.

**An out-of-plane displacement.** On (001), with the cut just above a mixed plane, let the upper half move by $\frac a2[101]$ and fill the gap by continuing its ordered pattern downwards. A mixed plane then faces a mixed plane, with two BB nearest-neighbour bonds per $a^2$. The composition has also changed, so an energy would require chemical potentials. The zero found above belongs to the in-plane displacement.

## Numbers and their reading

With two shells,

$$
\gamma_{001}=\frac{0.050\ \text{eV}}{0.1296\ \text{nm}^2}
=0.386\ \text{eV/nm}^2=61.8\ \text{mJ/m}^2,
$$

while

$$
\gamma_{111}=\frac{(0.100+0.150)\ \text{eV}}{\sqrt3\,(0.1296\ \text{nm}^2)}
\quad\Rightarrow\quad 178.4\ \text{mJ/m}^2 .
$$

The ratio is 2.89. Without $w_2$, the cube-plane energy would vanish and the (111) energy would not.

These round parameters put the energies in the rough regime of Ni$_3$Al, where APB energies are of order 100 mJ/m$^2$. They are not a fit to that alloy. In particular, the model with these parameters has lost its order by about 1300 K, whereas Ni$_3$Al stays ordered up to near its melting point, so the disorder estimated below is a property of the model and not of Ni$_3$Al. Of the assumptions varied in this section, the short range of the interactions has the largest effect for the trial values used: a trial $w_3=5$ meV adds $4w_3=20$ meV per $a^2$, or 24.7 mJ/m$^2$. This raises $\gamma_{001}$ by 40%, to 86.5 mJ/m$^2$. Segregation, magnetism, longer-range many-body terms and vibrational entropy are also left out, and their effect is not estimated.

**Disorder at 1000 K.** Put a B atom on an A site and an A atom on a distant B site. The A site has four B and eight A nearest neighbours; the B site has twelve A neighbours. The first-shell cost is

$$
4(V_{BB}-V_{AB})+8(V_{AB}-V_{AA})+12(V_{AA}-V_{AB})=4w_1,
$$

with all energies from shell 1. Each site has six like second neighbours, which add $-6w_2$. The total is $400+300=700$ meV, against $kT=86.2$ meV.

Let a fraction $x$ of B sites hold A. At fixed composition, $x/3$ of the A sites hold B. For dilute, independent antisites, $x^2/3\approx e^{-700\ \text{meV}/kT}$, which gives $x\approx2.98\%$; allowing for occupied sites gives 2.92%. This is an underestimate for the present parameters, for two reasons. First, the neighbours of an antisite are themselves partly disordered: for uncorrelated occupation the exchange cost falls to $700(1-4x/3)$ meV, and solving for $x$ with this cost gives about 3.5%. Second, exchanging a neighbouring A and B costs only 600 meV, and the 100 meV saved exceeds $kT$, so neighbouring antisites attract each other and are not independent. The correction is not small: each B site has twelve such exchanges, and their weight $12e^{-600\ \text{meV}/kT}$ is about 1.1%, of which $12e^{-700\ \text{meV}/kT}\approx0.4\%$ is already contained in the count of independent antisites. The probabilities of finding B on the two kinds of site in a mixed plane are $p=1-x$ and $q=x/3$. Turning like pairs into unlike pairs changes the number of BB pairs by

$$
2pq-(p^2+q^2)=-(p-q)^2 .
$$

With $x=2.92\%$ the energy is therefore multiplied by $(1-4x/3)^2=0.924$, giving 57.1 mJ/m$^2$; the additional antisites lower it somewhat further. This is the energy of displacing a crystal whose antisites stay where they were. It is not the energy or free energy of a boundary in equilibrium at 1000 K: such a boundary collects extra antisites, which raises its excess energy and lowers its free energy, and neither is estimated here. The nearest-neighbour contribution stays zero, because it depends on the sum $p+q$, which the displacement preserves. This holds for uncorrelated occupation. It does not show that the free energy of the boundary vanishes when the antisites are correlated.

**Normal relaxation.** Second-neighbour forces do not balance at the boundary. As a trial, let the excess energy fall as $r^{-6}$, and let a layer of thickness $a$, the length of the second-neighbour bond, resist with stiffness $C=200$ GPa. For a fractional opening $u$, the energy change to leading order is

$$
\Delta E=-6\gamma_{001}u+\tfrac12Ca\,u^2 .
$$

Setting the derivative to zero gives $u=6\gamma_{001}/(Ca)$ and an energy gain of $18\gamma_{001}^2/(Ca)=0.96$ mJ/m$^2$. Minimizing with the full $r^{-6}$ dependence gives 0.92 mJ/m$^2$, about 1.5% of $\gamma_{001}$, at an opening of 1.79 pm. This estimate treats only a uniform opening. The A and B atoms of the mixed planes also move relative to each other unless $V^{(2)}_{AA}=V^{(2)}_{BB}$. For nearest-neighbour springs giving the same $C$, and each $V^{(2)}$ falling as $r^{-6}$, this adds $9\delta^2/(Ca)$ with $\delta=(V^{(2)}_{AA}-V^{(2)}_{BB})/a^2$, about 0.5 mJ/m$^2$ for a difference of 50 meV and 4 mJ/m$^2$ for 150 meV. Relaxation matters far less than the trial third-neighbour interaction as long as this difference is not much larger than $|w_2|$. The numerical output below lists the counts and energies.

## Values computed for the example and the checks

```
Bond counts per a^2 are listed as AA, AB, BB
(001) nearest neighbours before: 4, 4, 0
(001) nearest neighbours after: 4, 4, 0
(001) second neighbours before: 3, 0, 1
(001) second neighbours after: 2, 2, 0
(001) coefficient of w_1: 0
(001) coefficient of w_2: -1
(001) coefficient of w_3: 4
(001) coefficient of w_4: -4
(001) coefficient of w_5: 0
(001) coefficient of w_6: -4
(001) coefficient of w_7: 8
(001) coefficient of w_8: -2
(111) coefficient of w_1 per sqrt(3)a^2: 1
(111) coefficient of w_2 per sqrt(3)a^2: -3
BB bonds per a^2 after a/2[101] on (001): 2
B atoms per tetrahedron at (001) APB: 1
B atoms per tetrahedron at (111) APB: 0, 1, 2
Largest nearest-neighbour test force: 0.0 (arb. unit)
Largest second-neighbour test force: 4.2 (arb. unit)
D0_22 minus L1_2, coefficient of w_1: 0
Lattice parameter a: 0.36 nm
w_1: 100 meV
w_2: -50 meV
Trial w_3: 5 meV
Area a^2: 0.1296 nm^2
(001) APB energy, w_1 only: 0.0 mJ/m^2
(001) APB energy, w_1 and w_2: 61.8 mJ/m^2
The same (001) energy: 0.386 eV/nm^2
(111) APB energy, w_1 and w_2: 178.4 mJ/m^2
Ratio of (111) to (001) energy: 2.89
Change of (001) energy by w_3: 24.7 mJ/m^2
(001) energy including w_3: 86.5 mJ/m^2
Temperature: 1000 K
Thermal energy kT: 86.2 meV
Distant antisite exchange energy: 700 meV
B sites occupied by A: 2.92 percent
Dilute estimate of this fraction: 2.98 percent
Disorder factor for APB energy: 0.924
(001) energy with disorder: 57.1 mJ/m^2
Trial stiffness: 200 GPa
Trial distance-decay power: 6
Normal opening: 1.79 pm
Relaxation energy gain, minimized: 0.92 mJ/m^2
Relaxation energy gain, linear estimate: 0.96 mJ/m^2
```
